# Where the Lindhard plasmon enters the electron-hole continuum at aluminium's density

## Problem

A fast electron crossing a thin metal film, as in transmission electron energy-loss spectroscopy, can lose energy to a plasmon or to a single electron-hole pair. A quick estimate puts the wave number at which the plasmon can first decay into one pair at $\omega_p/v_F$, where $\omega_p$ is the plasma frequency and $v_F$ the Fermi velocity.

Take a uniform, unpolarized electron gas at zero temperature with density parameter $r_s=2.07$, close to that of aluminium's valence electrons. Describe its response by the Lindhard function, that is, in the random-phase approximation (RPA). Find numerically the wave number $q_c$ at which the plasmon reaches the pair continuum, and compare it with $\omega_p/v_F$.

Formulas are in Hartree atomic units ($\hbar=m=e=1$), so $v_F=k_F$. Results are in eV and nm$^{-1}$.

## Hints

1. What is the largest energy of a pair with total wave number $q$?
2. You need not trace the whole plasmon curve. Evaluate the dielectric function on the continuum edge and ask where it vanishes.
3. Use $z=q/2k_F$ and $u=\omega/(qk_F)$. One logarithmic term drops out on the edge.
4. The estimate $\omega_p/v_F$ leaves out two effects. Find the direction in which each moves the crossing.

## Solution

**Scales and pair edge.** The density is $n=3/(4\pi r_s^3)=k_F^3/(3\pi^2)$, hence
$$k_F=\frac{(9\pi/4)^{1/3}}{r_s},\qquad \omega_p^2=4\pi n=\frac{4k_F^3}{3\pi}.$$
Lifting an electron from $\mathbf k$ to $\mathbf k+\mathbf q$ costs
$$\Delta=\tfrac12|\mathbf k+\mathbf q|^2-\tfrac12k^2=\mathbf k\cdot\mathbf q+\tfrac12q^2 .$$
Since $k\le k_F$, the largest cost, with $\mathbf k$ parallel to $\mathbf q$, is
$$\omega_+(q)=qk_F+\tfrac12q^2 .$$

**Response function.** In the RPA $\varepsilon=1-(4\pi/q^2)\chi_0$. With occupations $n_{\mathbf k}$ and a factor 2 for spin,
$$\chi_0=2\int\!\frac{d^3k}{(2\pi)^3}\,\frac{n_{\mathbf k}-n_{\mathbf k+\mathbf q}}{\omega-\Delta}.$$
In the second term substitute $\mathbf k\to-\mathbf k-\mathbf q$. This turns $n_{\mathbf k+\mathbf q}$ into $n_{\mathbf k}$ and $\Delta$ into $-\Delta$, so
$$\chi_0=2\int\!\frac{d^3k}{(2\pi)^3}\,n_{\mathbf k}\left[\frac1{\omega-\Delta}-\frac1{\omega+\Delta}\right].$$

Slice the Fermi sphere perpendicular to $\mathbf q$. The slice at $k_\parallel=k_Ft$ has area $\pi k_F^2(1-t^2)$, and there $\Delta=qk_F(t+z)$. The prefactor is $2\pi/(2\pi)^3=1/(4\pi^2)$. Replacing $t$ by $-t$ in the second term gives
$$\chi_0=\frac{k_F^2}{4\pi^2q}\,[I(u-z)-I(u+z)],\qquad I(a)=\int_{-1}^{1}\frac{1-t^2}{a-t}\,dt .$$
Because $1-t^2=(1-a^2)+(a-t)(a+t)$, for $a>1$
$$I(a)=(1-a^2)\ln\frac{a+1}{a-1}+2a .$$
Therefore, above the continuum,
$$\varepsilon=1+\frac{k_F^2}{\pi q^3}\,[I(u+z)-I(u-z)] .$$

**Why the edge decides.** In the first form of $\chi_0$, pairs with both states occupied contribute nothing. The rest can be written as a sum over occupied $\mathbf k$ and empty $\mathbf k+\mathbf q$, for which $\Delta>0$, with weight $2\Delta/(\omega^2-\Delta^2)$. Above $\omega_+$ this weight is positive and falls as $\omega$ grows. So $\varepsilon$ rises steadily from its edge value towards 1. It has one zero, the undamped plasmon, if the edge value is negative, and none if it is positive. The crossing is where the edge value is zero.

**Edge equation.** On the edge $u=1+z$, so $u-z=1$ and $u+z=1+2z$. The logarithmic term of $I(a)$ vanishes as $a\to1$, which leaves $I(1)=2$. For the other argument,
$$1-(1+2z)^2=-4z(1+z),\qquad \frac{2+2z}{2z}=1+\frac1z .$$
Hence
$$I(1+2z)-I(1)=4z-4z(1+z)\ln\!\left(1+\frac1z\right)=-4zB(z),$$
$$B(z)=(1+z)\ln\!\left(1+\frac1z\right)-1 .$$
With $q=2k_Fz$ the prefactor becomes $4zk_F^2/(\pi q^3)=1/(2\pi k_Fz^2)$, so
$$\varepsilon(q,\omega_+)=1-\frac{B(z)}{2\pi k_Fz^2},\qquad\text{and the crossing obeys}\qquad z^2=\frac{B(z)}{2\pi k_F}.$$

The derivative $B'(z)=\ln(1+1/z)-1/z$ is negative, because $\ln(1+y)<y$ for $y>0$. Thus $B$ falls, from infinity at $z\to0$ to zero at $z\to\infty$, while $z^2$ rises. There is one root.

**Numbers.** For $r_s=2.07$, $k_F=0.92713$ bohr$^{-1}$. A bracketing root search (Brent's method) gives $z=0.36929$. Inserting it shows the balance:
$$B=1.36929\times\ln(3.7079)-1=0.7944,\qquad \frac{0.7944}{2\pi\times0.92713}=0.1364=z^2 .$$
The crossing is therefore
$$q_c=2k_Fz=0.685\ \text{bohr}^{-1}=12.94\ \text{nm}^{-1},$$
at an energy $\omega_+(q_c)=23.65$ eV. The plasma energy at $q=0$ is 15.83 eV, so the plasmon has climbed by almost 8 eV before it meets the continuum.

**Comparison.** From the edge equation $q_c^2=4k_F^2z^2=2k_FB/\pi$, while $(\omega_p/v_F)^2=4k_F/(3\pi)$. Dividing,
$$\left(\frac{q_c}{\omega_p/v_F}\right)^2=\frac32B(z)=1.5\times0.7944=1.192 .$$
The ratio is 1.092. The estimate, $\omega_p/v_F=0.627$ bohr$^{-1}=11.85$ nm$^{-1}$, lies 8.4 % below $q_c$. At that wave number the plasmon has 21.89 eV and the edge 21.18 eV, so the plasmon is still 0.71 eV clear of the continuum.

**Why the estimate comes close.** It intersects a flat plasmon, $\omega=\omega_p$, with a straight edge, $\omega=qv_F$. Restoring only the recoil term $q^2/2$ in the edge gives
$$q=-k_F+\sqrt{k_F^2+2\omega_p},$$
or 9.36 nm$^{-1}$, which is too low. The other omission is the plasmon's dispersion. For $\omega\gg\Delta$, expand $2\Delta/(\omega^2-\Delta^2)=2\Delta/\omega^2+2\Delta^3/\omega^4+\dots$. Over the Fermi sphere the averages are $\langle\Delta\rangle=q^2/2$ and, to order $q^4$,
$$\langle\Delta^3\rangle=\tfrac32q^2\langle(\mathbf k\cdot\mathbf q)^2\rangle=\tfrac{3}{10}k_F^2q^4 .$$
Then $\varepsilon=0$ gives, to order $q^2$,
$$\omega^2\simeq\omega_p^2+\tfrac35v_F^2q^2 .$$
Using this with the straight edge gives $q=(\omega_p/v_F)/\sqrt{1-3/5}$, or 18.74 nm$^{-1}$, which is too high. The two omissions act in opposite directions and partly cancel. Keeping both, but with the dispersion cut off at $q^2$, gives 11.12 nm$^{-1}$, still 14 % below $q_c$. The long-wave expansion is not accurate enough at the crossing.

**Beam angle.** Let the beam electron have wave numbers $k_0$ before and $k_1$ after losing 23.65 eV, both from relativistic kinematics. Momentum conservation, $q_c^2=k_0^2+k_1^2-2k_0k_1\cos\theta$, gives
$$\sin^2\frac\theta2=\frac{q_c^2-(k_0-k_1)^2}{4k_0k_1}.$$
For a 100 keV beam $\theta=7.6$ mrad. Within the model, plasmon losses at smaller angles belong to the undamped branch.

**Real aluminium.** The metal has a lattice, ion cores and electron correlation beyond the RPA. Its measured long-wave plasmon energy is roughly 15 eV, somewhat below the model's 15.8 eV. The corrections below keep the comparison value $\omega_p/v_F$ fixed.

- *Exchange and correlation.* A static local kernel $f$ changes the plasmon condition to $1-(4\pi/q^2+f)\chi_0=0$. The second density derivative of the local-density exchange-correlation energy per volume, with Perdew–Wang correlation, gives $f=-3.92$ hartree bohr$^3$. Solved on the same edge, the crossing falls by 5 % to 12.27 nm$^{-1}$, and the ratio to 1.035. The true kernel depends on frequency and is weaker in the high-frequency limit, so at the plasmon's 24 eV the static value may overstate the shift. With the high-frequency limit of the kernel, $f=-1.08$ hartree bohr$^3$, the crossing would fall by only 1.5 %, to 12.75 nm$^{-1}$.
- *Core polarization.* Finite-field Hartree–Fock for Al$^{3+}$, in an even-tempered basis of s, p and d functions, gives a polarizability $\alpha=0.265$ bohr$^3$. With one ion per three electrons, the static background is $1+4\pi(n/3)\alpha=1.030$. Dividing the Coulomb interaction by it lowers the RPA crossing by 1 %. Correlation (MP2) raises $\alpha$ to 0.271 bohr$^3$, and time-dependent Hartree–Fock at 24 eV gives 0.277 bohr$^3$; the shift stays near 1 %. This background brings the long-wave plasmon only to 15.6 eV. A constant background fitted to 15.0 eV, namely 1.113, would lower the RPA crossing by 4 %, to 12.43 nm$^{-1}$. Both corrections together give 12.13 nm$^{-1}$.
- *Temperature.* An energy spread $k_BT$ at the Fermi surface shifts the edge by about $q_ck_BT/v_F$, which is 0.02 eV at 300 K.
- *Damping.* Lattice and multi-pair processes give the plasmon a width even outside the single-pair continuum. For an assumed, rough width of 0.5 eV, the gap to the edge equals the width already at 12.12 nm$^{-1}$. This criterion is a convention: the gap equals half the width at 12.46 nm$^{-1}$.

In the static approximation exchange and correlation lower the crossing by 5 %, and the assumed damping blurs it over about 6 % of $q_c$. Both are comparable with the 9 % excess of the RPA ratio over one; the other two effects, as computed, are smaller, but the core background explains only part of the drop to the measured 15 eV. The same relative blurring of the corrected crossing, 12.13 nm$^{-1}$, reaches down to about 11.4 nm$^{-1}$. With the assumed width of 0.5 eV, the calculation therefore suggests for the metal a gradual entry between roughly 11 and 13 nm$^{-1}$; a larger width would move the lower end further down, to 10.85 nm$^{-1}$ for 1 eV. The band structure was not computed and could move this further.

## Variation 1: is the agreement general?

*At what density is $q_c=\omega_p/v_F$ in this model?*

Set $\tfrac32B(z)=1$, so $B=\tfrac23$. The edge equation then gives $k_F=1/(3\pi z^2)$. Solving $B(z)=\tfrac23$ numerically yields $r_s=4.16$.

Since $k_F=B/(2\pi z^2)$ falls as $z$ rises, a denser gas has a smaller $z$ and a larger $B$. The ratio therefore exceeds one for $r_s<4.16$ and is below one for $r_s>4.16$. At high density $B\simeq\ln(1/z)-1$, and the ratio grows without limit, though slowly: at $r_s=0.01$ it is 1.86. At $r_s=1$ the ratio is 1.19, at $r_s=6$ it is 0.95 and at $r_s=10$ it is 0.89. Agreement within 10 % is thus a property of the metallic range, $r_s$ from about 2 to 6, not of the model in general. The RPA is justified at small $r_s$, so the value 4.16 describes the model more than a real metal.

## Variation 2: how does the plasmon enter?

*Does its curve cut the edge at an angle, and does the loss peak vanish at $q_c$?*

Put $u-z=1+\delta$, so the gap to the edge is $\omega-\omega_+=qk_F\delta$. For small $\delta$, $I(1+\delta)\simeq2-2\delta\ln(2/\delta)$ to leading logarithm, and
$$\varepsilon\simeq\varepsilon(q,\omega_+)+\frac{2k_F^2}{\pi q^3}\,\delta\ln\frac2\delta .$$
Just below $q_c$ the edge value is negative and proportional to $q_c-q$. At the plasmon, therefore, $\delta\ln(2/\delta)\propto q_c-q$, and $\delta/(q_c-q)$ tends to zero as $1/\ln(2/\delta)$. The curve meets the edge tangentially. The gap divided by $v_F(q_c-q)$ is 0.52 at 10 % below $q_c$, 0.29 at 1 % and 0.15 at 0.01 %. A crossing read from a plot of the two curves is therefore poorly defined, whereas the edge equation has a simple root.

The strength follows from the loss function $\mathrm{Im}(-1/\varepsilon)$. At large $\omega$, $1/\varepsilon-1\to\omega_p^2/\omega^2$. Comparing this with the Kramers–Kronig integral for $1/\varepsilon$ gives
$$\int_0^\infty\omega\,\mathrm{Im}\!\left(-\frac1\varepsilon\right)d\omega=\frac{\pi}{2}\omega_p^2 .$$
An undamped plasmon at $\omega_q$ contributes $\pi\omega_q/(\partial\varepsilon/\partial\omega)$, a share
$$\frac{2\omega_q}{\omega_p^2\,\partial\varepsilon/\partial\omega}.$$
The slope grows as $\ln(2/\delta)$, so the share goes to zero at $q_c$. It is 99 % at $0.5q_c$, 77 % at $0.9q_c$ and 43 % at $0.99q_c$; pairs take the rest.

The peak itself survives. Evaluating the loss function inside the continuum on a fine frequency grid gives, at $1.1q_c$, a maximum at 25.98 eV with a full width at half height of 1.8 eV. At $1.2q_c$ the width is 5.7 eV. In this model $q_c$ marks the onset of decay into single pairs, and the peak then broadens with $q$.
